# The fcc five-frequency impurity correlation factor with the vacancy-escape correction: a program that tests the result

```python
# Result under test: correlation factor of a solute in fcc (five-frequency model)
#   f = (2 w1 + 7 F w3) / (2 w2 + 2 w1 + 7 F w3),   F = F(y),  y = w4/w0
# w2: vacancy-solute exchange; w1: vacancy jump between neighbours of the solute;
# w3: jump from a neighbour to a non-neighbour site; w4: its reverse; w0: all others.
# R = 7 (1 - F): sum, over the 7 sites reached by dissociation from (1,1,0), of the
# mean x-coordinate of the vacancy at its first return to the neighbour shell.
# Lengths are in half cubic lattice parameters; the solute is at the origin.
import itertools
import numpy as np
from scipy import constants, sparse

JUMPS = np.array([d for d in itertools.product((-1, 0, 1), repeat=3)
                  if sum(c * c for c in d) == 2])

# ---------- Derived road: odd lattice Green function and 4 outer orbits ----------
ORBIT_NAMES = ["A(1,1,0)", "B(2,0,0)", "C(2,1,1)", "D(1,2,1)", "E(2,2,0)"]
REPRESENTATIVES = [(1, 1, 0), (2, 0, 0), (2, 1, 1), (1, 2, 1), (2, 2, 0)]


def orbit(site):
    """Images of a site under the fourfold axis x and its mirror planes."""
    x, a, b = site
    return sorted({(x, s * p, t * q) for p, q in ((a, b), (b, a))
                   for s in (1, -1) for t in (1, -1)})


def odd_green_matrix(order):
    """Response at each orbit to unit sources on an orbit, minus its mirror image."""
    nodes, weights = np.polynomial.legendre.leggauss(order)
    u = (np.pi * (nodes + 1) / 2)[:, None]
    v = ((nodes + 1) / 2)[None, :]
    weight = (np.pi * weights / 2)[:, None] * (weights / 2)[None, :] * u
    ky, kz = u * v, u * (1 - v)
    a, b = 2 * np.sin(ky / 2)**2, 2 * np.sin(kz / 2)**2
    big_a = 12 - 4 * np.cos(ky) * np.cos(kz)
    big_b = 4 * (np.cos(ky) + np.cos(kz))
    root = np.sqrt(4 * (2 * a + 2 * b - a * b) * (big_a + big_b))
    rho = big_b / (big_a + root)
    green = np.zeros((5, 5))
    for i, (x, y, z) in enumerate(REPRESENTATIVES):
        for j, source in enumerate(REPRESENTATIVES):
            for xs, ys, zs in orbit(source):
                radial = (rho**abs(x - xs) - rho**(x + xs)) / root
                wave = np.cos(ky * (y - ys)) * np.cos(kz * (z - zs))
                green[i, j] += 2 / np.pi**2 * np.sum(weight * radial * wave)
    return green


GREEN = odd_green_matrix(60)
quadrature_change = np.max(np.abs(GREEN - odd_green_matrix(44)))
assert quadrature_change < 1e-10

LINKS = np.array([4., 2., 2., 1.])       # links of an outer site to the shell
LINK_X = np.array([4., 2., 1., 1.])      # sum of x over the linked shell sites
COUNT = np.array([1., 2., 2., 1.])       # outer sites reached from (1,1,0)
h_vec = GREEN[1:, 0] / GREEN[0, 0]
H_mat = GREEN[1:, 1:] - np.outer(GREEN[1:, 0], GREEN[0, 1:]) / GREEN[0, 0]


def outer_system(y):
    matrix = np.eye(4) + (y - 1) * H_mat * LINKS[None, :]
    return matrix, h_vec + (y - 1) * H_mat @ LINK_X


def return_function(y):
    return np.linalg.solve(*outer_system(y))


sample = np.arange(5.0)
denominator_values, numerator_values = [], []
for y in sample:
    matrix, vector = outer_system(y)
    det = np.linalg.det(matrix)
    denominator_values.append(det)
    numerator_values.append(np.linalg.det(matrix + np.outer(vector, COUNT)) - det)
denominator = np.linalg.solve(np.vander(sample), denominator_values)
numerator = np.linalg.solve(np.vander(sample), numerator_values)
scale = 2 / denominator[0]
denominator, numerator = denominator * scale, numerator * scale


def escape_factor(y):
    return 1 - np.polyval(numerator, y) / np.polyval(denominator, y) / 7


def correlation_factor(rates, factor=None):
    w0, w1, w2, w3, w4 = rates
    factor = escape_factor(w4 / w0) if factor is None else factor
    escape = 2 * w1 + 7 * factor * w3
    return escape / (2 * w2 + escape)


# ---------- Independent road: explicit crystals ----------
def conjugate_gradient(matrix, rhs):
    solution, residual = np.zeros_like(rhs), rhs.copy()
    direction, norm = residual.copy(), residual @ residual
    target = 1e-22 * norm
    for _ in range(5000):
        if norm <= target:
            return solution
        image = matrix @ direction
        step = norm / (direction @ image)
        solution += step * direction
        residual -= step * image
        new_norm = residual @ residual
        direction = residual + new_norm / norm * direction
        norm = new_norm
    raise RuntimeError("conjugate gradient did not converge")


def extrapolate(lengths, values, powers):
    basis = np.array([[length**(-float(p)) for p in powers] for length in lengths])
    return np.linalg.solve(basis, np.array(values))[0]


def periodic_correlation(rates, cells):
    """f from the long-time diffusion coefficient of the full solute-vacancy chain."""
    w0, w1, w2, w3, w4 = rates
    side = 2 * cells
    grid = np.indices((side,) * 3).reshape(3, -1).T - cells
    r2 = np.sum(grid**2, axis=1)
    sites = grid[(grid.sum(axis=1) % 2 == 0) & (r2 > 0)]
    lookup = -np.ones((side,) * 3, dtype=int)
    lookup[tuple((sites + cells).T)] = np.arange(len(sites))
    shell = np.sum(sites**2, axis=1) == 2
    weight = np.where(shell, w4 / w3, 1.0)
    rows, columns, flows = [], [], []
    for jump in JUMPS:
        target = (sites + jump + cells) % side - cells
        target_r2 = np.sum(target**2, axis=1)
        exchange, target_shell = target_r2 == 0, target_r2 == 2
        target[exchange] = -sites[exchange]
        flow = np.where(shell | target_shell, weight * np.where(shell, w3, w4), w0)
        flow = np.where(shell & target_shell, weight * w1, flow)
        flow = np.where(exchange, weight * w2, flow)
        rows.append(np.arange(len(sites)))
        columns.append(lookup[tuple((target + cells).T)])
        flows.append(flow)
    rows, columns, flows = map(np.concatenate, (rows, columns, flows))
    size = len(sites)
    transfer = sparse.csr_matrix((flows, (rows, columns)), shape=(size, size))
    generator = sparse.diags(np.bincount(rows, flows, size)) - transfer
    drift = np.where(shell, weight * w2 * sites[:, 0], 0.0)
    response = conjugate_gradient(generator.tocsr(), drift)
    return 1 - 2 * (drift @ response) / (drift @ sites[:, 0])


def first_return(y, half):
    """R and mean return probability after dissociation, absorbing outer box."""
    grid = np.indices((2 * half + 1,) * 3).reshape(3, -1).T - half
    sites = grid[(grid.sum(axis=1) % 2 == 0) & (np.sum(grid**2, axis=1) > 2)]
    offset = half + 1
    lookup = -np.ones((2 * half + 3,) * 3, dtype=int)
    lookup[tuple((sites + offset).T)] = np.arange(len(sites))
    size = len(sites)
    total, rhs_x, rhs_one = np.zeros(size), np.zeros(size), np.zeros(size)
    rows, columns = [], []
    for jump in JUMPS:
        target = sites + jump
        hit = np.sum(target**2, axis=1) == 2
        total += np.where(hit, y, 1.0)
        rhs_x += np.where(hit, y * target[:, 0], 0.0)
        rhs_one += np.where(hit, y, 0.0)
        index = lookup[tuple((target + offset).T)]
        rows.append(np.flatnonzero(index >= 0))
        columns.append(index[index >= 0])
    rows, columns = np.concatenate(rows), np.concatenate(columns)
    links = sparse.csr_matrix((np.ones(len(rows)), (rows, columns)), shape=(size, size))
    matrix = (sparse.diags(total) - links).tocsr()
    starts = np.array([1, 1, 0]) + JUMPS
    starts = starts[np.sum(starts**2, axis=1) > 2]
    assert len(starts) == 7
    chosen = lookup[tuple((starts + offset).T)]
    return (conjugate_gradient(matrix, rhs_x)[chosen].sum(),
            conjugate_gradient(matrix, rhs_one)[chosen].mean())


# ---------- Model solute ----------
BARRIERS = np.array([0.65, 0.60, 0.50, 0.68, 0.58])   # eV, for w0 ... w4
BOLTZMANN = constants.k / constants.e                 # eV/K


def model_rates(temperature):
    return np.exp((BARRIERS[0] - BARRIERS) / (BOLTZMANN * temperature))


rates = model_rates(800.0)
y_model = rates[4] / rates[0]
F_model = escape_factor(y_model)
psi = return_function(y_model)

# Structure and limits of the rational function
assert abs(numerator[-1]) < 1e-6                       # no return when w4 = 0
assert abs(numerator[0] / denominator[0] - 5) < 1e-7   # immediate return
y_grid = np.logspace(-3, 3, 200)
assert np.all(np.diff(escape_factor(y_grid)) < 0)
# Shell source from the Green function against the lattice equation on the shell
source = (y_model - 1) * (LINK_X - LINKS * psi)
shell_source = (1 - GREEN[0, 1:] @ source) / GREEN[0, 0]
assert abs(shell_source - (10 - COUNT @ psi)) < 1e-9

# First-return problem solved on explicit lattices
halves = [11, 15, 23]
lengths = [half + 1 for half in halves]
return_rows = []
for y in (0.3, y_model):
    data = np.array([first_return(y, half) for half in halves])
    R_box = extrapolate(lengths, data[:, 0], (0, 3, 5))
    inverse_escape = 1 / (1 - data[:, 1])
    p_small = 1 - 1 / extrapolate(lengths[:2], inverse_escape[:2], (0, 1))
    p_return = 1 - 1 / extrapolate(lengths[1:], inverse_escape[1:], (0, 1))
    R_green = 7 * (1 - escape_factor(y))
    assert abs(R_box - R_green) < 2e-4
    assert abs(p_small - p_return) < 5e-4
    assert p_return > 1 - escape_factor(y)
    return_rows.append((y, R_green, R_box, p_return))

# Full diffusion problem on periodic crystals
cells = [10, 14, 18]
cases = [("equal rates", np.ones(5)), ("model, 800 K", rates),
         ("repelled vacancy", np.array([1.0, 0.3, 4.0, 0.5, 0.2]))]
diffusion_rows = []
for name, case in cases:
    values = [periodic_correlation(case, n) for n in cells]
    f_crystal = extrapolate(cells, values, (0, 3, 5))
    f_formula = correlation_factor(case)
    assert abs(f_crystal - f_formula) < 1e-4
    assert abs(correlation_factor(case, 1.0) - f_formula) > 1e-3
    diffusion_rows.append((name, f_formula, f_crystal))

# ---------- Output ----------
print("Odd Green function matrix (dimensionless), columns A B C D E")
for name, row in zip(ORBIT_NAMES, GREEN):
    print(f"  {name}: " + " ".join(f"{value:.6f}" for value in row))
print(f"largest change with quadrature order: {quadrature_change:.1e}")
print("R = 7(1-F) = numerator/denominator, coefficients of y^4 ... y^0")
print("  numerator:   " + " ".join(f"{c:.4f}" for c in numerator[:-1]) + " 0 (tested)")
print("  denominator: " + " ".join(f"{c:.4f}" for c in denominator))
for y in (0.0, 0.1, 0.5, 1.0, 2.0, 5.0, 10.0, 100.0):
    print(f"F at w4/w0 = {y:g}: {escape_factor(y):.5f}")
print(f"F at w4/w0 -> infinity: {1 - numerator[0] / denominator[0] / 7:.5f}")
print("First returns: Green function against explicit boxes")
for y, R_green, R_box, p_return in return_rows:
    print(f"  w4/w0 = {y:.4f}: R = {R_green:.5f}, box R = {R_box:.5f}, "
          f"return probability = {p_return:.4f}, 1-F = {R_green / 7:.4f}")
print("Correlation factor f: formula against periodic crystals")
for name, f_formula, f_crystal in diffusion_rows:
    print(f"  {name}: {f_formula:.6f}, crystal {f_crystal:.6f}")
print("  rates w0..w4 of repelled vacancy: " + " ".join(f"{w:g}" for w in cases[2][1]))
print("Model barriers E0..E4 (eV): " + " ".join(f"{e:.2f}" for e in BARRIERS))
print(f"k_B T at 800 K: {BOLTZMANN * 800:.6f} eV")
print("w1/w0 w2/w0 w3/w0 w4/w0 at 800 K: " + " ".join(f"{w:.4f}" for w in rates[1:]))
print(f"neighbour-site weight w4/w3 at 800 K: {rates[4] / rates[3]:.4f}")
print("return function psi at B C D E, 800 K: " + " ".join(f"{p:.5f}" for p in psi))
print(f"7 F w3/w0 at 800 K: {7 * F_model * rates[3]:.4f}")
g_model = rates[2] / (rates[2] + 2 * rates[1] + 7 * F_model * rates[3])
print(f"mean cosine t of successive solute jumps at 800 K: {-g_model:.5f}")
for temperature in (600.0, 800.0, 1000.0):
    w = model_rates(temperature)
    f_full, f_no_return = correlation_factor(w), correlation_factor(w, 1.0)
    print(f"T = {temperature:.0f} K: F = {escape_factor(w[4] / w[0]):.5f}, "
          f"f = {f_full:.5f}, f with F=1: {f_no_return:.5f}, "
          f"excess {100 * (f_no_return / f_full - 1):.2f} %")
print("OK")
```

Output:

```
Odd Green function matrix (dimensionless), columns A B C D E
  A(1,1,0): 0.122680 0.016248 0.043749 0.043749 0.030560
  B(2,0,0): 0.064994 0.102194 0.077525 0.045009 0.041102
  C(2,1,1): 0.043749 0.019381 0.128854 0.054180 0.048078
  D(1,2,1): 0.021875 0.005626 0.027090 0.116506 0.025555
  E(2,2,0): 0.030560 0.010276 0.048078 0.051111 0.117229
largest change with quadrature order: 2.8e-15
R = 7(1-F) = numerator/denominator, coefficients of y^4 ... y^0
  numerator:   10.0000 180.3122 924.3303 1338.0577 0 (tested)
  denominator: 2.0000 40.1478 253.3000 595.9726 435.2839
F at w4/w0 = 0: 1.00000
F at w4/w0 = 0.1: 0.95887
F at w4/w0 = 0.5: 0.83549
F at w4/w0 = 1: 0.73590
F at w4/w0 = 2: 0.61938
F at w4/w0 = 5: 0.47742
F at w4/w0 = 10: 0.39960
F at w4/w0 = 100: 0.29985
F at w4/w0 -> infinity: 0.28571
First returns: Green function against explicit boxes
  w4/w0 = 0.3000: R = 0.76736, box R = 0.76736, return probability = 0.3000, 1-F = 0.1096
  w4/w0 = 2.7605: R = 3.03961, box R = 3.03961, return probability = 0.7932, 1-F = 0.4342
Correlation factor f: formula against periodic crystals
  equal rates: 0.781451, crystal 0.781451
  model, 800 K: 0.275311, crystal 0.275311
  repelled vacancy: 0.323704, crystal 0.323704
  rates w0..w4 of repelled vacancy: 1 0.3 4 0.5 0.2
Model barriers E0..E4 (eV): 0.65 0.60 0.50 0.68 0.58
k_B T at 800 K: 0.068939 eV
w1/w0 w2/w0 w3/w0 w4/w0 at 800 K: 2.0653 8.8096 0.6472 2.7605
neighbour-site weight w4/w3 at 800 K: 4.2655
return function psi at B C D E, 800 K: 0.78648 0.59959 0.30418 0.44559
7 F w3/w0 at 800 K: 2.5630
mean cosine t of successive solute jumps at 800 K: -0.56824
T = 600 K: F = 0.51330, f = 0.16655, f with F=1: 0.20143, excess 20.94 %
T = 800 K: F = 0.56577, f = 0.27531, f with F=1: 0.32956, excess 19.70 %
T = 1000 K: F = 0.59928, f = 0.36431, f with F=1: 0.42751, excess 17.35 %
OK
```
